# Why metal d orbitals match five of six bis(imido) donor pairs

If both metal–nitrogen links in a bis(imido) fragment $\mathrm{M(NR)_2}$ are drawn as triple bonds made with metal d orbitals, six bonding pairs are assigned to five orbitals. The number of electrons counted as donated into the d shell is then too high by two, and a filled level that is nonbonding towards the d shell is taken for a bonding one. Each nitrogen lone pair, looked at alone, does overlap with some d orbital, so the error shows only when the two nitrogens are treated together.

Place the metal at the origin and the two nitrogens in the $yz$ plane, with the twofold axis along $z$. Let $\theta$ be the N–M–N angle, $0<\theta<180^\circ$, and write $\alpha=\theta/2$, $s=\sin\alpha$, $c=\cos\alpha$. The imido ligands are equivalent and each M–N–R unit is linear. Nitrogen then offers the metal three filled orbitals: a sigma hybrid pointing at the metal and two p orbitals perpendicular to the bond. Their directions are fixed by the unit vectors

$$
\mathbf n_{1,2}=(0,\pm s,c),\qquad \mathbf t_{1,2}=(0,\pm c,-s),\qquad \mathbf e_x=(1,0,0),
$$

where the upper sign belongs to nitrogen 1. The vector $\mathbf n$ points from metal to nitrogen, $\mathbf t$ gives the positive lobe of the in-plane pi orbital $\pi^{\parallel}$, and $\mathbf e_x$ that of the out-of-plane pi orbital $\pi^{\perp}$. The six orbitals hold twelve electrons; the metal d shell is taken as empty.

The characters of $C_{2v}$, in the order $(E,C_2,\sigma_{xz},\sigma_{yz})$, are

$$
a_1:(1,1,1,1),\quad a_2:(1,1,-1,-1),\quad b_1:(1,-1,1,-1),\quad b_2:(1,-1,-1,1).
$$

With this choice $x$ transforms as $b_1$ and $y$ as $b_2$; exchanging the names of the two planes would exchange these labels. The identity leaves all six donors in place, which gives 6. Both $C_2$ and $\sigma_{xz}$ exchange the nitrogens, so nothing remains on the diagonal and the character is 0. The reflection $\sigma_{yz}$ leaves each nitrogen in place, keeps $\sigma$ and $\pi^\parallel$, and reverses $\pi^\perp$, so each nitrogen contributes $1+1-1=1$. The donor characters are $(6,0,0,2)$. Multiplying by each row above and dividing by the group order, 4, gives

$$
n_{a_1}=\tfrac{6+2}{4}=2,\quad n_{a_2}=\tfrac{6-2}{4}=1,\quad n_{b_1}=\tfrac{6-2}{4}=1,\quad n_{b_2}=\tfrac{6+2}{4}=2 .
$$

The d orbitals can be assigned from their polynomials: $z^2$ and $x^2-y^2$ are $a_1$, $xy$ is $a_2$, $xz$ is $b_1$ and $yz$ is $b_2$. Hence

$$
\Gamma_{\rm donors}=2a_1+a_2+b_1+2b_2,\qquad \Gamma_d=2a_1+a_2+b_1+b_2 .
$$

Orbitals of different symmetry have zero overlap. The number of donor combinations that can be matched is therefore at most the sum of the smaller multiplicities, $2+1+1+1=5$. The shortage lies in $b_2$, where two donor combinations face the single orbital $d_{yz}$. Five orbitals could never match more than five independent combinations in any symmetry; what the group adds is the symmetry of the one left over. It does not show that five is reached, because an overlap allowed by symmetry may still vanish. For that the overlaps themselves are needed.

The combinations adapted to symmetry are

$$
\sigma_\pm=\frac{\sigma_1\pm\sigma_2}{\sqrt2},\qquad
\pi^\parallel_\pm=\frac{\pi^\parallel_1\pm\pi^\parallel_2}{\sqrt2},\qquad
\pi^\perp_\pm=\frac{\pi^\perp_1\pm\pi^\perp_2}{\sqrt2}.
$$

Since $C_2$ carries $\mathbf n_1,\mathbf t_1$ into $\mathbf n_2,\mathbf t_2$, the plus combinations of $\sigma$ and $\pi^\parallel$ are $a_1$ and the minus combinations $b_2$. For the out-of-plane orbitals $C_2$ also reverses $x$, so $\pi^\perp_+$ is odd under $C_2$ and belongs to $b_1$, while $\pi^\perp_-$ is even and belongs to $a_2$.

Apart from a common radial factor, the d orbitals are

$$
d_{z^2}=\tfrac12(2z^2-x^2-y^2),\quad d_{x^2-y^2}=\tfrac{\sqrt3}{2}(x^2-y^2),\quad d_{xy}=\sqrt3\,xy,
$$

with $d_{xz}$ and $d_{yz}$ formed like $d_{xy}$. Around a single M–N axis the problem is cylindrical. A sigma donor overlaps only with the d function that is itself sigma about that axis, and each pi donor only with the pi function of the same orientation. Call these two diatomic overlaps $S_\sigma$ and $S_\pi$, both positive with the lobes chosen above. The overlap of any $d_i$ with a donor is then the diatomic overlap times the coefficient of $d_i$ in the d function aligned with the bond.

For nitrogen 1, $\mathbf n_1\cdot\mathbf r=sy+cz$, and the aligned sigma function is

$$
D_\sigma=\tfrac12\left[3(sy+cz)^2-r^2\right]
=\tfrac12\left[-x^2+(3s^2-1)y^2+(3c^2-1)z^2\right]+3sc\,yz .
$$

A diagonal form $a_xx^2+a_yy^2+a_zz^2$ with $a_x+a_y+a_z=0$ equals $a_z d_{z^2}+\frac{a_x-a_y}{\sqrt3}d_{x^2-y^2}$, as comparing coefficients shows. Here $a_x-a_y=-\frac12-\frac12(3s^2-1)=-\frac32s^2$, so

$$
D_\sigma=\tfrac12(3c^2-1)\,d_{z^2}-\tfrac{\sqrt3}{2}s^2\,d_{x^2-y^2}+\sqrt3\,sc\,d_{yz}.
$$

The in-plane pi function is

$$
D_\parallel=\sqrt3(sy+cz)(cy-sz)=\sqrt3\left[sc(y^2-z^2)+(c^2-s^2)yz\right].
$$

Its diagonal part has $a_z=-\sqrt3sc$ and $a_x-a_y=-\sqrt3sc$. With $c^2-s^2=\cos\theta$,

$$
D_\parallel=-\sqrt3\,sc\,d_{z^2}-sc\,d_{x^2-y^2}+\cos\theta\,d_{yz},\qquad
D_\perp=\sqrt3(sy+cz)x=s\,d_{xy}+c\,d_{xz}.
$$

For nitrogen 2, $s$ changes sign in $\mathbf n$ and $c$ changes sign in $\mathbf t$. The $a_1$ coefficients stay the same, those of $d_{yz}$ in $D_\sigma$ and $D_\parallel$ reverse, and $D_\perp$ becomes $-s\,d_{xy}+c\,d_{xz}$. In each allowed combination two equal terms add and are divided by $\sqrt2$, which leaves a factor $\sqrt2$. With $2sc=\sin\theta$ the single-row blocks are

$$
\langle d_{yz}|\sigma_-\rangle=\sqrt2\,\tfrac{\sqrt3}{2}S_\sigma\sin\theta,\qquad
\langle d_{yz}|\pi^\parallel_-\rangle=\sqrt2\,S_\pi\cos\theta,
$$

$$
\langle d_{xz}|\pi^\perp_+\rangle=\sqrt2\,S_\pi\cos\alpha,\qquad
\langle d_{xy}|\pi^\perp_-\rangle=\sqrt2\,S_\pi\sin\alpha ,
$$

and the $a_1$ block, with rows $d_{z^2},d_{x^2-y^2}$ and columns $\sigma_+,\pi^\parallel_+$, is

$$
A=\sqrt2\begin{pmatrix}\tfrac12(3c^2-1)S_\sigma&-\sqrt3\,sc\,S_\pi\\[2pt]-\tfrac{\sqrt3}{2}s^2S_\sigma&-sc\,S_\pi\end{pmatrix}.
$$

The number of independent combinations matched is the rank of the whole overlap matrix, which is the sum of the ranks of the blocks. For $A$,

$$
\det A=2S_\sigma S_\pi\left[-\tfrac12sc(3c^2-1)-\tfrac32s^3c\right]
=-sc\,S_\sigma S_\pi\left[3(c^2+s^2)-1\right]=-S_\sigma S_\pi\sin\theta .
$$

This is nonzero at every bent angle, so both $a_1$ combinations are matched. The $b_1$ and $a_2$ overlaps are also nonzero, and the two entries of the $d_{yz}$ row cannot vanish together because $\sin\theta$ and $\cos\theta$ do not. The rank is $2+1+1+1=5$: the upper bound is reached.

The sixth combination is the one orthogonal to the $d_{yz}$ row. Exchanging the two entries and reversing one sign gives

$$
\varphi_0\propto S_\pi\cos\theta\;\sigma_--\tfrac{\sqrt3}{2}S_\sigma\sin\theta\;\pi^\parallel_- .
$$

It has zero overlap with $d_{yz}$ by construction and with the other d orbitals by symmetry. At $\theta=90^\circ$ it is pure in-plane pi. As the fragment opens towards $180^\circ$ it turns into $\sigma_-$. It has equal weight on both nitrogens, so the missing bond does not belong to one of them: five d-bonding pairs shared by two equivalent links make a formal two and a half per link in the fragment taken alone.

The linear limit is a separate case. At $\theta=180^\circ$ we have $s=1$ and $c=0$. The second column of $A$ vanishes, so its rank drops to one, and the $b_1$ overlap vanishes too. What remains is one $a_1$, one $b_2$ and one $a_2$ match, three in all. The linear arrangement has an inversion centre, d orbitals are even under inversion, and three of the six donor combinations are odd. Bending removes the centre and opens two further channels.

The limit of five applies to the d orbitals alone; other metal orbitals may add to it. Metal s and $p_z$ are $a_1$ and $p_x$ is $b_1$, so none of them can reach a $b_2$ pair. The orbital $p_y$ can. A p orbital projects on a bond like a vector, so with diatomic overlaps $P_\sigma$ and $P_\pi$ its row is

$$
\langle p_y|\sigma_-\rangle=\sqrt2P_\sigma\sin\alpha,\qquad
\langle p_y|\pi^\parallel_-\rangle=\sqrt2P_\pi\cos\alpha .
$$

Together with the $d_{yz}$ row this forms a square $b_2$ block whose determinant is

$$
\Delta=\sqrt3\,S_\sigma P_\pi\sin\theta\cos\alpha-2S_\pi P_\sigma\cos\theta\sin\alpha .
$$

If all four diatomic overlaps are positive and $90^\circ\le\theta<180^\circ$, the first term is positive and the second, with its sign, is not negative. All six pairs are then matched. The result thus limits donation into the d shell to ten of the twelve electrons; it does not forbid donation of the last two into $p_y$.

For numbers, take a model fragment with M–N distance 0.175 nm and $\theta=110^\circ$. The orbitals are single Gaussians, $\exp(-\zeta r^2)$ times the angular polynomial, with $\zeta=100$, 30 and 200 nm$^{-2}$ for metal d, metal p and nitrogen. The sigma donor is an equal mixture of s and p. Three-dimensional Gauss–Hermite quadrature gives $S_\sigma=0.4865$, $S_\pi=0.2614$, $P_\sigma=0.3639$ and $P_\pi=0.1675$. The formulas then yield

$$
\sqrt2(0.2614)\sin55^\circ=0.303\ (a_2),\qquad \sqrt2(0.2614)\cos55^\circ=0.212\ (b_1),
$$

and a $d_{yz}$ row $(0.560,-0.126)$, of length 0.574. In the $a_1$ block the determinant is $-(0.4865)(0.2614)\sin110^\circ=-0.120$. Its two singular values, the overlaps of the best-paired metal and donor combinations, are 0.462 and 0.259, and their product is again 0.120. All five overlaps are well away from zero. The leftover pair has coefficients of size 0.220 on $\sigma_-$ and 0.975 on $\pi^\parallel_-$, with equal signs, so it is $0.975^2=95\,\%$ in-plane pi.

Energies need a further assumption. Put the d orbitals at 0 and all donors at $-4$ eV, and let two different orbitals with overlap $S_{ij}$ be coupled by

$$
H_{ij}=S_{ij}\left[\tfrac12(E_i+E_j)-k\right],\qquad k=8\ \text{eV}.
$$

Overlap between the two nitrogens is neglected at first. A donor combination paired with one d combination through overlap $S$ has $H=-10S$ in eV, and the secular equation $(E_d-E)(E_L-E)=(H-ES)^2$ becomes

$$
E(E+4)=S^2(E+10)^2 .
$$

For $a_2$, $S^2=0.0917$, and the equation is $0.908E^2+2.165E-9.17=0$, whose lower root is $-4.59$ eV. The same equation serves every pair, because all d orbitals share one energy and all donors another. It gives $-5.04$ and $-4.46$ eV for $a_1$, $-5.34$ eV for $b_2$ and $-4.33$ eV for $b_1$. With $S=0$ the lower root is $-4$ eV: $\varphi_0$ stays where it was and is the highest filled level. The lowest empty level is the upper root for the smallest overlap, that of $b_1$, at 1.09 eV. The gap in this model is 5.09 eV.

Now admit $p_y$ at $+6$ eV. Its overlap with $\varphi_0$ has magnitude $0.4216(0.220)+0.1359(0.975)=0.225$. At the donor energy the effective coupling is $H-E_LS=S(1-8+4)=-3S$, or 0.68 eV in size, and second-order perturbation theory lowers the level by $0.68^2/10\approx0.05$ eV. Diagonalizing the full model gives 0.04 eV. The sixth pair is matched by symmetry but gains little here, compared with 0.33 eV for the weakest of the d-bonded pairs.

Two other simplifications also shift this level. Each is changed separately, without $p_y$ and with the metal–nitrogen overlaps held fixed. Placing the sigma donors 2 eV below the pi donors lowers the level by 0.05 eV. The combination $\varphi_0$ is then no longer an eigenstate, since its sigma and pi parts differ in energy, and the level may take up some d character; there is still one d orbital for two $b_2$ donors. Direct overlap between the nitrogens raises the level by 0.007 eV with the compact nitrogen Gaussians and by 0.28 eV if their exponent is halved for this overlap. Gaussians fall off too fast at long range, so the first figure is probably too small. With $p_y$, the lower sigma donors and the diffuse N···N overlap all present, the level rises by 0.24 eV; with the compact N···N overlap in place of the diffuse one it falls by 0.07 eV. In the diffuse case the separate shifts add to only 0.19 eV, so the effects are not additive. The position of the sixth pair is thus uncertain by a few tenths of an eV within this model, and even the sign of its shift depends on the nitrogen tails.

The geometry lies roughly in the range of tetrahedral $d^0$ bis(imido) bis(amido) complexes of molybdenum and tungsten, a family used as vapour-phase precursors for nitride films. The orbital energies, $k$ and the Gaussian exponents are round choices, not fitted to such a compound, and the substituents R, electron repulsion and spin–orbit coupling are absent. The levels are therefore not ionization energies, nor is the gap an optical one. Real molecules need not keep the twofold axis. Lengthening one M–N bond to 0.180 nm leaves five matched combinations and puts only 0.2 % of the leftover pair outside $b_2$. At a rough delivery temperature of 400 K the thermal energy is 0.034 eV, far below the model gap, so thermal excitation across it can be ignored.

The amido ligands bring donors of their own. Place two of them in the $xz$ plane on the side away from the imido groups, 0.195 nm from the metal and 110° apart, each with a sigma pair and a pi pair along $y$, using the same nitrogen Gaussians. The fragment now offers ten donor pairs, and the d shell still matches five. The amido pi pairs include a $b_2$ combination that competes for $d_{yz}$, but its overlap is 0.144 against 0.574 for the imido set, a ratio of 0.06 when squared. In this orientation the imido ligands keep most of their claim on $d_{yz}$. Turning the amido lone pairs about their M–N bonds, away from $y$, only weakens the competition, which vanishes once they lie in the $xz$ plane. The competition is much stronger for $d_{xz}$: the amido sigma pairs have a $b_1$ combination with overlap 0.487, against 0.212 for the imido set, and in the level model above the overlap population between $d_{xz}$ and the imido $b_1$ pair falls from 0.197 to 0.094, about half. The loss is smaller, roughly 40 %, if the sigma donors lie 2 eV lower or the metal p orbitals are included. With the amido pi pairs along $y$ there is also an $a_2$ combination that competes for $d_{xy}$, with overlap 0.206 against 0.303 for the imido set. The limit of five, set by the number of d orbitals, stays the same, but all four ligands now share it. Counted against the d shell alone, two and a half per imido link therefore does not carry over to the complex. This is not a bond order for the real molecule. The amido orientation was assumed, and once metal s and p orbitals are admitted the model matches eight of the ten pairs with the amido pi pairs along $y$ and nine with them in the $xz$ plane.

Numerical values quoted here were computed with a short program.
